# How Curvature Raises the Diffuse Capacitance of a Metal Sphere: a numerical check

```python
"""
Result under test: outside a metal sphere of radius a in a 1:1 electrolyte,
the linearised Poisson-Boltzmann equation gives the diffuse capacitance
per metal area  C = eps*(kappa + 1/a),  which is twice the flat-electrode
value eps*kappa when a equals the Debye length 1/kappa.
eps: solvent permittivity; kappa^2 = 2 n e^2/(eps k T);
n: bulk number density of each ion species; phi0: potential of the metal
relative to the bulk electrolyte. SI units inside, converted for printing.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import solve_bvp, quad
from scipy.linalg import solve_banded
from scipy.optimize import brentq

NM = 1e-9
MICRO = 100.0                      # F/m^2 to microfarad/cm^2
e, kB = sc.e, sc.k
temperature = 298.15               # K
eps_rel = 78.4                     # water, rough value
salt = 1.0                         # mol/m^3, the same as mmol/L
phi0 = 0.010                       # V
phi_high = 0.100                   # V
compact_d = 0.3 * NM               # rough thickness of the compact layer
compact_eps_rel = 6.0              # rough permittivity of that layer
ion_size = 0.7 * NM                # rough hydrated ion diameter

eps = eps_rel * sc.epsilon_0
eps_c = compact_eps_rel * sc.epsilon_0
n = salt * sc.N_A
kT = kB * temperature
kappa = np.sqrt(2 * n * e**2 / (eps * kT))
debye = 1 / kappa
c_flat = eps * kappa


def c_sphere(a):
    """Derived linear capacitance per metal area."""
    return eps * (kappa + 1 / a)


def phi_linear(r, a):
    """Derived linear potential divided by its surface value."""
    return a / r * np.exp(-kappa * (r - a))


# Full Poisson-Boltzmann equation, with explicit ion densities.
# Unknown: potential / surface potential; coordinate: distance / 10 nm.
LENGTH = 10 * NM


def solve_full(a, volts):
    def rhs(x, y):
        w = e * volts * y[0] / kT
        rho = e * n * (np.exp(-w) - np.exp(w))
        bend = 2 / (a / LENGTH + x)
        return np.vstack([y[1], -rho * LENGTH**2 / (eps * volts)
                          - bend * y[1]])

    def ends(left, right):
        return np.array([left[0] - 1, right[0]])

    x = 20 * np.linspace(0, 1, 401)**2
    guess = np.vstack([np.exp(-x), -np.exp(-x)])
    sol = solve_bvp(rhs, ends, x, guess, tol=1e-7, max_nodes=50000)
    assert sol.success, sol.message
    return sol


def c_integral(a, volts):
    """Charge per area divided by potential, from the full equation."""
    return -solve_full(a, volts).sol(0.0)[1] * eps / LENGTH


def c_differential(a, volts):
    """Slope of charge per area against potential."""
    up, down = 1.01 * volts, 0.99 * volts
    return (c_integral(a, up) * up - c_integral(a, down) * down) / (up - down)


def doubling_radius(capacitance, volts):
    flat = capacitance(np.inf, volts)
    return NM * brentq(
        lambda a: capacitance(a * NM, volts) / flat - 2, 0.5, 20, xtol=1e-5)


# Small-potential limit of the full equation against the derived formulas.
tiny = 1e-5
assert abs(c_integral(np.inf, tiny) / c_flat - 1) < 1e-5
for a in (2 * NM, 5 * NM, debye, 30 * NM, 100 * NM):
    full = solve_full(a, tiny)
    assert abs(-full.sol(0.0)[1] * eps / LENGTH / c_sphere(a) - 1) < 1e-5
    distance = np.linspace(0, 5, 40)
    expected = phi_linear(a + distance * LENGTH, a)
    assert np.max(abs(full.sol(distance)[0] - expected)) < 1e-5
a_double_numeric = doubling_radius(c_integral, tiny)
assert abs(a_double_numeric / debye - 1) < 1e-4

# Ionic charge outside the sphere must cancel the metal charge.
a = debye
ion_charge = quad(
    lambda s: -eps * kappa**2 * phi0 * phi_linear(s * a, a)
    * 4 * np.pi * (s * a)**2 * a, 1, 50, epsabs=0, epsrel=1e-9)[0]
metal_charge = 4 * np.pi * a**2 * c_sphere(a) * phi0
assert abs(ion_charge / metal_charge + 1) < 1e-7

# Ion-free sphere: capacitance from the field energy of phi0*a/r.
energy = quad(lambda s: 0.5 * eps * (phi0 / (a * s**2))**2
              * 4 * np.pi * (s * a)**2 * a, 1, np.inf, epsabs=0)[0]
c_ion_free = 2 * energy / phi0**2 / (4 * np.pi * a**2)
assert abs(c_ion_free / (c_sphere(a) - c_flat) - 1) < 1e-7

# Flat electrode at finite potential: solver against the closed forms.
w = e * phi_high / kT
flat_int = c_integral(np.inf, phi_high)
flat_diff = c_differential(np.inf, phi_high)
assert abs(flat_int / (c_flat * 2 * np.sinh(w / 2) / w) - 1) < 1e-5
# The finite difference of potential limits the accuracy here.
assert abs(flat_diff / (c_flat * np.cosh(w / 2)) - 1) < 3e-4


def c_total(a):
    """Compact layer and linear diffuse layer, per metal area."""
    r = a + compact_d
    return 1 / (a**2 * ((1 / a - 1 / r) / eps_c
                        + 1 / (eps * r * (1 + kappa * r))))


def c_total_numeric(a):
    """The same quantity from a finite-volume solution of both layers."""
    edge = a + compact_d
    inner = np.linspace(a, edge, 11)
    outer = edge + 20 * debye * np.linspace(0, 1, 3001)[1:]**2
    r = np.concatenate([inner, outer])
    has_ions = np.arange(len(r) - 1) >= 10
    local_eps = np.where(has_ions, eps, eps_c)
    link = local_eps * r[:-1] * r[1:] / np.diff(r)
    mid = 0.5 * (r[:-1] + r[1:])
    store = np.zeros(len(r))
    weight = has_ions * eps * kappa**2 / 3
    store[:-1] += weight * (mid**3 - r[:-1]**3)
    store[1:] += weight * (r[1:]**3 - mid**3)
    bands = np.zeros((3, len(r) - 2))
    bands[0, 1:] = -link[1:-1]
    bands[1] = link[:-1] + link[1:] + store[1:-1]
    bands[2, :-1] = -link[1:-1]
    source = np.zeros(len(r) - 2)
    source[0] = link[0]
    potential = solve_banded((1, 1), bands, source)
    return link[0] * (1 - potential[0]) / a**2


for a in (2 * NM, 5 * NM, debye, 50 * NM):
    assert abs(c_total_numeric(a) / c_total(a) - 1) < 1e-5
c_compact = eps_c / compact_d
c_total_flat = 1 / (1 / c_compact + 1 / c_flat)
assert abs(c_total(1e-2) / c_total_flat - 1) < 1e-5
a_total = NM * brentq(
    lambda a: c_total(a * NM) / c_total_flat - 2, 0.5, 20)
assert abs(c_total_numeric(a_total) / c_total_flat - 2) < 1e-4
assert a_total < debye

print("INPUTS")
print(f"temperature: {temperature:.2f} K")
print(f"relative permittivity of water (rough): {eps_rel:.1f}")
print(f"salt concentration: {salt:.1f} mmol/L")
print(f"number density of each ion: {n * NM**3:.3e} per nm^3")
print(f"thermal voltage kT/e: {1e3 * kT / e:.2f} mV")
print(f"surface potential phi0: {1e3 * phi0:.1f} mV")
print(f"e*phi0/kT: {e * phi0 / kT:.3f}")
print("LINEAR RESULT")
print(f"kappa: {kappa * NM:.4f} per nm")
print(f"Debye length = doubling radius: {debye / NM:.3f} nm")
print("doubling radius from full equation at 0.01 mV: "
      f"{a_double_numeric / NM:.3f} nm")
print(f"flat diffuse capacitance: {c_flat * MICRO:.3f} uF/cm^2")
print("ion-free sphere capacitance at a = Debye length: "
      f"{c_ion_free * MICRO:.3f} uF/cm^2")
print("sphere diffuse capacitance at a = Debye length: "
      f"{c_sphere(debye) * MICRO:.3f} uF/cm^2")
for a in (2 * NM, 5 * NM, 20 * NM, 100 * NM):
    print(f"ratio to flat at a = {a / NM:.0f} nm: "
          f"{c_sphere(a) / c_flat:.3f}")
print("potential one Debye length out, sphere a = Debye length: "
      f"{1e3 * phi0 * phi_linear(2 * debye, debye):.3f} mV")
print("potential one Debye length out, flat electrode: "
      f"{1e3 * phi0 * np.exp(-1):.3f} mV")
print(f"charge per area: {c_sphere(debye) * phi0 * 100:.4f} uC/cm^2")
print(f"charge on the sphere: {metal_charge / e:.2f} elementary charges")

print("NEGLECTED: COMPACT LAYER")
print(f"thickness (rough): {compact_d / NM:.1f} nm")
print(f"relative permittivity (rough): {compact_eps_rel:.1f}")
print(f"flat compact capacitance: {c_compact * MICRO:.2f} uF/cm^2")
print(f"flat total capacitance: {c_total_flat * MICRO:.3f} uF/cm^2")
print("total capacitance ratio at a = Debye length: "
      f"{c_total(debye) / c_total_flat:.3f}")
print(f"radius that doubles the total: {a_total / NM:.2f} nm")

print("NEGLECTED: NONLINEARITY (diffuse layer only)")
for volts in (phi0, phi_high):
    for name, law in (("integral", c_integral),
                      ("differential", c_differential)):
        ratio = law(debye, volts) / law(np.inf, volts)
        radius = doubling_radius(law, volts)
        assert ratio < 2 and radius < debye
        print(f"{1e3 * volts:.0f} mV, {name}: ratio at a = Debye length "
              f"{ratio:.3f}, doubling radius {radius / NM:.2f} nm")

print("OTHER NEGLECTED EFFECTS (sphere with a = Debye length)")
for volts in (phi0, phi_high):
    filling = 2 * n * np.cosh(e * volts / kT) * ion_size**3
    print(f"volume share of {ion_size / NM:.1f} nm ions at surface, "
          f"{1e3 * volts:.0f} mV: {filling:.2e}")
field = c_sphere(debye) * phi0 / eps
dipole = 1.85 * 1e-21 / sc.c       # rough moment of a water molecule
print(f"surface field: {field * 1e-8:.4f} MV/cm")
print(f"water dipole energy in that field / kT: {dipole * field / kT:.4f}")
bjerrum = e**2 / (4 * np.pi * eps * kT)
print(f"Bjerrum length: {bjerrum / NM:.3f} nm")
print(f"Bjerrum length / Debye length: {bjerrum / debye:.4f}")
step = e / (4 * np.pi * debye**2 * c_sphere(debye))
print(f"diffuse-layer voltage step per electron: {1e3 * step:.3f} mV")
print("success")
```

Running it gives:

```
INPUTS
temperature: 298.15 K
relative permittivity of water (rough): 78.4
salt concentration: 1.0 mmol/L
number density of each ion: 6.022e-04 per nm^3
thermal voltage kT/e: 25.69 mV
surface potential phi0: 10.0 mV
e*phi0/kT: 0.389
LINEAR RESULT
kappa: 0.1040 per nm
Debye length = doubling radius: 9.614 nm
doubling radius from full equation at 0.01 mV: 9.614 nm
flat diffuse capacitance: 7.221 uF/cm^2
ion-free sphere capacitance at a = Debye length: 7.221 uF/cm^2
sphere diffuse capacitance at a = Debye length: 14.441 uF/cm^2
ratio to flat at a = 2 nm: 5.807
ratio to flat at a = 5 nm: 2.923
ratio to flat at a = 20 nm: 1.481
ratio to flat at a = 100 nm: 1.096
potential one Debye length out, sphere a = Debye length: 1.839 mV
potential one Debye length out, flat electrode: 3.679 mV
charge per area: 0.1444 uC/cm^2
charge on the sphere: 10.47 elementary charges
NEGLECTED: COMPACT LAYER
thickness (rough): 0.3 nm
relative permittivity (rough): 6.0
flat compact capacitance: 17.71 uF/cm^2
flat total capacitance: 5.129 uF/cm^2
total capacitance ratio at a = Debye length: 1.613
radius that doubles the total: 5.06 nm
NEGLECTED: NONLINEARITY (diffuse layer only)
10 mV, integral: ratio at a = Debye length 1.992, doubling radius 9.54 nm
10 mV, differential: ratio at a = Debye length 1.976, doubling radius 9.38 nm
100 mV, integral: ratio at a = Debye length 1.470, doubling radius 4.70 nm
100 mV, differential: ratio at a = Debye length 1.146, doubling radius 1.94 nm
OTHER NEGLECTED EFFECTS (sphere with a = Debye length)
volume share of 0.7 nm ions at surface, 10 mV: 4.45e-04
volume share of 0.7 nm ions at surface, 100 mV: 1.01e-02
surface field: 0.0208 MV/cm
water dipole energy in that field / kT: 0.0031
Bjerrum length: 0.715 nm
Bjerrum length / Debye length: 0.0744
diffuse-layer voltage step per electron: 0.955 mV
success
```
